# The Imaginary Level Shift: Pole-Free Second-Order Energies with Fourth-Order Error: test program

```python
"""Imaginary level shift in second-order perturbation theory.

A   : matrix of H0 - E0 in an orthonormal first-order space
V   : couplings <k|H|0>;  Delta_k : eigenvalues of A;  eps : shift
Result under test: with C = Re[-(A + i eps)^-1 V], the functional
F[C] = 2 V.C + C.A.C of the UNSHIFTED problem equals
  -sum V^2 Delta (Delta^2 + 2 eps^2) / (Delta^2 + eps^2)^2,
which has no pole for real Delta and differs from -sum V^2/Delta by
   sum V^2 eps^4 / (Delta (Delta^2 + eps^2)^2).
Energies are in hartree (Eh) unless a label says otherwise.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import minimize_scalar


def shifted_amplitudes(A, V, shift):
    """Solve (A + shift) C = -V; shift may be real or imaginary."""
    return np.linalg.solve(A + shift * np.eye(len(V)), -V)


def hylleraas(A, V, C):
    return float(np.real(2 * V @ C + C.conj() @ A @ C))


def energies(A, V, eps):
    """Uncorrected and corrected energies with the imaginary shift."""
    C = shifted_amplitudes(A, V, 1j * eps).real
    return float(V @ C), hylleraas(A, V, C)


def unshifted(A, V):
    return float(V @ shifted_amplitudes(A, V, 0.0))


# Dense test problem with known, well separated denominators
rng = np.random.default_rng(7)
delta = np.array([1.0, 1.4, 2.0, 2.7, 3.5])
Q = np.linalg.qr(rng.normal(size=(5, 5)))[0]
A = Q @ np.diag(delta) @ Q.T
A = (A + A.T) / 2
v = np.array([0.10, 0.08, 0.12, 0.07, 0.09])
V = Q @ v
E2 = unshifted(A, V)

# Second-order energy from the curvature of an exact eigenvalue
W = rng.normal(size=(5, 5)) * 0.2
W = (W + W.T) / 2


def exact_ground(lam):
    H = np.zeros((6, 6))
    H[0, 1:] = H[1:, 0] = lam * V
    H[1:, 1:] = A + lam * W
    return np.linalg.eigvalsh(H)[0]


lam = 1e-3
curvature = (exact_ground(lam) + exact_ground(-lam)) / (2 * lam**2)
assert abs(curvature - E2) < 1e-6

# Closed formulas against dense linear solves, also with negative Delta
eps = 0.3
for s in (0.0, 1.2, 2.3):
    As, d = A - s * np.eye(5), delta - s
    plain, corr = energies(As, V, eps)
    den = d**2 + eps**2
    assert abs(plain + np.sum(v**2 * d / den)) < 1e-12
    assert abs(corr + np.sum(v**2 * d * (d**2 + 2*eps**2) / den**2)) < 1e-12
    err = np.sum(v**2 * eps**4 / (d * den**2))
    assert abs(corr - unshifted(As, V) - err) < 1e-12
    err_plain = np.sum(v**2 * eps**2 / (d * den))
    assert abs(plain - unshifted(As, V) - err_plain) < 1e-12
    step = -eps**2 * np.sum(v**2 * d / den**2)
    assert abs(corr - plain - step) < 1e-12
    # quadratic error identity and failure of the complex amplitudes
    Z = shifted_amplitudes(As, V, 1j * eps)
    C0 = shifted_amplitudes(As, V, 0.0)
    for T in (Z, Z.real):
        quad = np.real((T - C0).conj() @ As @ (T - C0))
        assert abs(hylleraas(As, V, T) - unshifted(As, V) - quad) < 1e-12
    assert abs(hylleraas(As, V, Z) - plain) < 1e-12
assert energies(A, V, eps)[1] > E2      # upper bound when all Delta > 0


# Measured orders: halve the shift, then double all denominators
def errors(M, e):
    plain, corr = energies(M, V, e)
    R = shifted_amplitudes(M, V, e)
    ref = unshifted(M, V)
    return np.array([plain, corr, V @ R, hylleraas(M, V, R)]) - ref


orders = np.log2(errors(A, 0.04) / errors(A, 0.02))
assert np.all(np.abs(orders - [2, 4, 1, 2]) < [0.01, 0.01, 0.1, 0.1])
decay = np.log2(errors(A, 0.04)[1] / errors(2 * A, 0.04)[1])
assert abs(decay - 5) < 0.01

# Leading error by symbolic expansion of the functional itself
D, e, g = sp.symbols("D e g", positive=True)
c = sp.re(sp.expand_complex(-g / (D + sp.I * e)))
gap = sp.together(2 * g * c + D * c**2 + g**2 / D)
lead = sp.series(gap, e, 0, 6).removeO()
assert sp.simplify(lead - g**2 * e**4 / D**5) == 0


# Largest possible contribution of one state, in units of V^2/eps
def height(x, which):
    return -energies(np.array([[x]]), np.array([1.0]), 1.0)[which]


peaks = [minimize_scalar(lambda x: -height(x, k), bounds=(0, 3),
                         method="bounded", options={"xatol": 1e-9})
         for k in (0, 1)]
x_peak, top = peaks[1].x, -peaks[1].fun
assert abs(x_peak**2 - (np.sqrt(17) - 3) / 2) < 1e-5
assert abs(peaks[0].x - 1) < 1e-5 and abs(-peaks[0].fun - 0.5) < 1e-9

# Move every denominator through zero: bounded energy and amplitudes
eps = 0.1
norm2 = V @ V
for s in np.concatenate([np.linspace(0, 4.5, 901), delta]):
    As = A - s * np.eye(5)
    C = shifted_amplitudes(As, V, 1j * eps).real
    assert abs(hylleraas(As, V, C)) <= top * norm2 / eps + 1e-9
    assert np.linalg.norm(C) <= np.sqrt(norm2) / (2 * eps) + 1e-9
for k in range(5):
    As = A - delta[k] * np.eye(5)
    V_without = V - Q[:, k] * (Q[:, k] @ V)
    assert abs(energies(As, V, eps)[1]
               - energies(As, V_without, eps)[1]) < 1e-12
    near = As - 1e-6 * np.eye(5)
    assert abs(unshifted(near, V)) > 100
    moved = near - eps * np.eye(5)       # pole of the real shift
    R = shifted_amplitudes(moved, V, eps)
    assert abs(hylleraas(moved, V, R)) > 100

# Regularizing only the diagonal of a coupled matrix can leave a pole
d0, v0 = 0.5, np.array([0.1, 0.0])
n0 = d0 + eps**2 / d0 + 1e-4
full = np.array([[d0, n0], [n0, d0]])
partial = full + np.eye(2) * eps**2 / d0
C_full = shifted_amplitudes(full, v0, 1j * eps).real
C_part = shifted_amplitudes(partial, v0, 0.0)
bound = np.linalg.norm(v0) / (2 * eps)
assert np.linalg.norm(C_full) <= bound
assert np.linalg.norm(C_part) > 100 * bound
assert abs(hylleraas(full, v0, C_part)) > 100

# Worked example
benign_D, benign_V = np.array([1.0, 2.0]), np.array([0.10, 0.15])
intruder_V = 0.01
B = np.diag(benign_D)
ref = unshifted(B, benign_V)
plain, corr = energies(B, benign_V, eps)
leading = np.sum(benign_V**2 * eps**4 / benign_D**5)
assert abs((corr - ref) / leading - 1) < 0.03

print("DENSE TEST PROBLEM")
print("Delta (Eh):", delta, " V (Eh):", v)
print(f"E2 from linear solve      {E2:.8f} Eh")
print(f"E2 from exact eigenvalue  {curvature:.8f} Eh")
print("Measured power of the shift in the error (0.04 -> 0.02 Eh):")
print(f"  imaginary, uncorrected  {orders[0]:.3f}")
print(f"  imaginary, corrected    {orders[1]:.3f}")
print(f"  real, uncorrected       {orders[2]:.3f}")
print(f"  real, corrected         {orders[3]:.3f}")
print(f"Inverse power of Delta in corrected error  {decay:.3f}")
print(f"Peak of corrected term: Delta/eps = {x_peak:.4f}, "
      f"height = {top:.4f} V^2/eps")
print(f"Peak of uncorrected term: Delta/eps = {peaks[0].x:.4f}, "
      f"height = {-peaks[0].fun:.4f} V^2/eps")
print("WORKED EXAMPLE")
print(f"eps = real shift = {eps:.2f} Eh")
print("Benign Delta (Eh):", benign_D, " V (Eh):", benign_V)
print(f"Intruder V = {intruder_V:.2f} Eh")
print("Benign states only:")
print(f"  unshifted energy    {1e3*ref:.5f} mEh")
print(f"  uncorrected energy  {1e3*plain:.5f} mEh")
print(f"  corrected energy    {1e3*corr:.5f} mEh")
print(f"  uncorrected error   {1e6*(plain-ref):.3f} microEh")
print(f"  corrected error     {1e6*(corr-ref):.3f} microEh")
print(f"  leading eps^4 error {1e6*leading:.3f} microEh")
print(f"Largest intruder term {1e3*top*intruder_V**2/eps:.4f} mEh")
print("All three states, energies in mEh:")
print("Delta_1/Eh   unshifted  uncorrected  corrected  real,corrected")
full_V = np.append(intruder_V, benign_V)
for d1 in (0.5, 0.2, 0.1, 0.01, 0.001, 0.0, -0.001, -0.01, -0.099, -0.2):
    M = np.diag(np.append(d1, benign_D))
    u, c1 = energies(M, full_V, eps)
    R = shifted_amplitudes(M, full_V, eps)
    r = hylleraas(M, full_V, R)
    raw = "undefined" if d1 == 0 else f"{1e3*unshifted(M, full_V):.4f}"
    print(f"{d1:8.3f} {raw:>13} {1e3*u:12.4f} {1e3*c1:10.4f} {1e3*r:14.4f}")
    if d1 == 0:
        crossing = c1
to_eV = physical_constants["Hartree energy in eV"][0]
print(f"Corrected energy at Delta_1 = 0: {crossing*to_eV:.5f} eV")
print("DIAGONAL-ONLY REGULARIZATION (two coupled states)")
print(f"diagonal {d0:.4f} Eh, off-diagonal {n0:.4f} Eh, eps {eps:.2f} Eh")
print("V (Eh):", v0, " eigenvalues of A (Eh):",
      np.round(np.linalg.eigvalsh(full), 4))
print(f"amplitude norm, shift on full matrix  {np.linalg.norm(C_full):.4f}")
print(f"bound |V|/(2 eps)                     {bound:.4f}")
print(f"amplitude norm, diagonal only         {np.linalg.norm(C_part):.2f}")
print("all good")
```

Running it gives:

```
DENSE TEST PROBLEM
Delta (Eh): [1.  1.4 2.  2.7 3.5]  V (Eh): [0.1  0.08 0.12 0.07 0.09]
E2 from linear solve      -0.02590053 Eh
E2 from exact eigenvalue  -0.02590053 Eh
Measured power of the shift in the error (0.04 -> 0.02 Eh):
  imaginary, uncorrected  1.999
  imaginary, corrected    3.997
  real, uncorrected       0.978
  real, corrected         1.951
Inverse power of Delta in corrected error  4.997
Peak of corrected term: Delta/eps = 0.7494, height = 0.7872 V^2/eps
Peak of uncorrected term: Delta/eps = 1.0000, height = 0.5000 V^2/eps
WORKED EXAMPLE
eps = real shift = 0.10 Eh
Benign Delta (Eh): [1. 2.]  V (Eh): [0.1  0.15]
Intruder V = 0.01 Eh
Benign states only:
  unshifted energy    -21.25000 mEh
  uncorrected energy  -21.12294 mEh
  corrected energy    -21.24895 mEh
  uncorrected error   127.065 microEh
  corrected error     1.050 microEh
  leading eps^4 error 1.070 microEh
Largest intruder term 0.7872 mEh
All three states, energies in mEh:
Delta_1/Eh   unshifted  uncorrected  corrected  real,corrected
   0.500      -21.4500     -21.3152   -21.4487       -21.3363
   0.200      -21.7500     -21.5229   -21.7289       -21.5863
   0.100      -22.2500     -21.6229   -21.9989       -21.8918
   0.010      -31.2500     -21.2219   -21.4460       -22.8774
   0.001     -121.2500     -21.1329   -21.2689       -23.1122
   0.000     undefined     -21.1229   -21.2489       -23.1418
  -0.001       78.7500     -21.1129   -21.2290       -23.1723
  -0.010      -11.2500     -21.0239   -21.0519       -23.4875
  -0.099      -20.2399     -20.6230   -20.4965    -10121.1418
  -0.200      -20.7500     -20.7229   -20.7689       -21.1418
Corrected energy at Delta_1 = 0: -0.57821 eV
DIAGONAL-ONLY REGULARIZATION (two coupled states)
diagonal 0.5000 Eh, off-diagonal 0.5201 Eh, eps 0.10 Eh
V (Eh): [0.1 0. ]  eigenvalues of A (Eh): [-0.0201  1.0201]
amplitude norm, shift on full matrix  0.1529
bound |V|/(2 eps)                     0.5000
amplitude norm, diagonal only         707.11
all good
```
